# Early failures when an exponential wear-out delay follows Weibull breakdown: a program that tests the result

```python
# Result under test: if a first breakdown time T1 is Weibull (slope beta, scale eta)
# and an independent exponential delay D (mean tau) follows, the final failure time
# T = T1 + D has, for t -> 0,
#     F(t) -> t**(beta+1) / ((beta+1) * eta**beta * tau),
# so its local Weibull slope d ln(-ln(1-F)) / d ln t tends to beta + 1.
# Times are in seconds in the worked example; F is a fraction of devices.
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import gamma, gammaln

nodes, weights = np.polynomial.legendre.leggauss(200)
nodes, weights = 0.5 * (nodes + 1), 0.5 * weights


def exponential_delay(tau):
    return lambda u: -np.expm1(-u / tau)


def convolve(t, beta, eta, delay_cdf, first_only=True):
    """Integral over first-breakdown times s of density(s) * delay_cdf(t - s).
    s = t*v**6 smooths the end point. first_only=False uses the spot rate
    (expected number of spots per time) in place of the first-spot density."""
    y = nodes**6
    density = beta * (t / eta)**beta * y**(beta - 1)
    if first_only:
        density = density * np.exp(-(t * y / eta)**beta)
    return float(np.sum(weights * 6 * nodes**5 * density * delay_cdf(t * (1 - y))))


def final_fraction(t, beta, eta, tau):
    return convolve(t, beta, eta, exponential_delay(tau))


def first_fraction(t, beta, eta):
    return -np.expm1(-(t / eta)**beta)


def leading(t, beta, eta, tau):
    return t**(beta + 1) / ((beta + 1) * eta**beta * tau)


def ordinate(fraction):
    return np.log(-np.log1p(-fraction))


def local_slope(distribution, t, step=0.01):
    up, down = distribution(t * np.exp(step)), distribution(t * np.exp(-step))
    return (ordinate(up) - ordinate(down)) / (2 * step)


def power_series(t, beta, eta, tau):
    total = 0.0
    for k in range(1, 40):
        for j in range(40):
            size = np.exp(gammaln(beta * k + 1) - gammaln(k + 1)
                          - gammaln(beta * k + j + 2))
            total += (-1)**(k + 1 + j) * size * (t / eta)**(beta * k) * (t / tau)**(j + 1)
    return total


# Closed form for beta = 1 (two exponential stages in sequence)
for t in (0.01, 0.5, 3.0):
    closed = 1 - (2.0 * np.exp(-t / 2.0) - 0.7 * np.exp(-t / 0.7)) / (2.0 - 0.7)
    assert abs(final_fraction(t, 1.0, 2.0, 0.7) / closed - 1) < 1e-9

# Series, bounds, differential equation, limiting slope and its first corrections
worst_slope_gap = 0.0
for b in (0.7, 1.2, 2.5):
    for ratio in (0.05, 0.5, 20.0):
        cdf = lambda t: final_fraction(t, b, 1.0, ratio)
        t = 0.4 * min(1.0, ratio)
        assert abs(cdf(t) / power_series(t, b, 1.0, ratio) - 1) < 1e-8
        for t in np.array([1e-3, 1e-2, 0.1, 0.5, 1.0]) * min(1.0, ratio):
            upper = leading(t, b, 1.0, ratio)
            lower = upper * np.exp(-t / ratio) * (1 - t**b / 2)
            assert lower < cdf(t) < upper
            h = 1e-4 * t
            rate = (cdf(t + h) - cdf(t - h)) / (2 * h)
            assert abs(rate * ratio / (first_fraction(t, b, 1.0) - cdf(t)) - 1) < 1e-6
        t = 1e-3 * min(1.0, ratio)
        gap = b + 1 - local_slope(cdf, t)
        predicted = t / ((b + 2) * ratio) + b * (b + 1) / (2 * (2 * b + 1)) * t**b
        assert abs(gap / predicted - 1) < 0.03   # next order of the expansion
        t = 1e-6 * min(1.0, ratio)
        worst_slope_gap = max(worst_slope_gap, abs(local_slope(cdf, t) - b - 1))
assert worst_slope_gap < 1e-4

# Worked example: rough typical values for a thin oxynitride under stress
thickness_nm, voltage, temperature = 1.5, 2.1, 398.0
beta, eta, tau = 1.2, 1.0e4, 5.0e3
target = 1e-4
example = lambda t: final_fraction(t, beta, eta, tau)


def time_at(level):
    return np.exp(brentq(lambda z: np.log(example(np.exp(z)) / level),
                         np.log(1e-6 * eta), np.log(10 * (eta + tau)), xtol=1e-11))


t_first = eta * (-np.log1p(-target))**(1 / beta)
t_final = time_at(target)
t_leading = (target * (beta + 1) * eta**beta * tau)**(1 / (beta + 1))
assert abs(t_leading / t_final - 1) < 0.02

# Direct sampling of T1 + D
rng = np.random.default_rng(12)
samples = 4_000_000
t_cut = time_at(1e-3)
times = eta * rng.weibull(beta, samples) + rng.exponential(tau, samples)
early = times[times < t_cut]
assert abs(early.size - 1e-3 * samples) < 5 * np.sqrt(1e-3 * samples)
sampled_slope = early.size / np.sum(np.log(t_cut / early))
slope_error = sampled_slope / np.sqrt(early.size)
assert abs(sampled_slope - beta - 1) < 5 * slope_error

# Short delay: slope near beta between tau and eta, beta + 1 only below tau
short = lambda t: final_fraction(t, beta, 1e4, 1.0)
slope_between, slope_below = local_slope(short, 100.0), local_slope(short, 0.01)
assert abs(slope_between - beta) < 0.02 and abs(slope_below - beta - 1) < 0.01

# Only the delay density at zero matters: uniform delay on (0, tau)
uniform = lambda t: convolve(t, beta, eta, lambda u: np.clip(u / tau, 0, 1))
assert abs(uniform(1.0) / leading(1.0, beta, eta, tau) - 1) < 1e-3
assert abs(local_slope(uniform, 1.0) - beta - 1) < 1e-3

# Weibull delay of shape 2 with the same mean: slope rises by 2
shape = 2.0
scale = tau / gamma(1 + 1 / shape)
shaped = lambda t: convolve(t, beta, eta, lambda u: -np.expm1(-(u / scale)**shape))
shaped_slope = local_slope(shaped, 1.0)
assert abs(shaped_slope - beta - shape) < 1e-3
factor_shaped = shaped(t_final) / target

# A fraction of first breakdowns is immediately final
hard = 0.01
mixed = lambda t: hard * first_fraction(t, beta, eta) + (1 - hard) * example(t)
t_hard = hard * (beta + 1) * tau / (1 - hard)
t_equal = brentq(lambda t: hard * first_fraction(t, beta, eta)
                 - (1 - hard) * example(t), 1.0, 2000.0)
assert abs(t_equal / t_hard - 1) < 0.03
for t in (1e-3 * t_hard, t_hard, t_final):
    assert abs(local_slope(mixed, t) - beta - t / (t + t_hard)) < 0.02
factor_hard, slope_hard = mixed(t_final) / target, local_slope(mixed, t_final)

# Several spots per device, each with its own delay; the first to finish counts
several = lambda t: -np.expm1(-convolve(t, beta, eta, exponential_delay(tau), False))
devices = 400_000
spots = rng.poisson(1.0, devices)            # expected number of spots at t = eta is 1
owner = np.repeat(np.arange(devices), spots)
finish = eta * rng.random(owner.size)**(1 / beta) + rng.exponential(tau, owner.size)
failed = np.mean(np.bincount(owner[finish < eta], minlength=devices) > 0)
expected = several(eta)
assert abs(failed - expected) < 5 * np.sqrt(expected * (1 - expected) / devices)
factor_several = several(t_final) / target
factor_several_late = several(eta) / example(eta)

# Log-normal spread of tau about its median
spread = 0.5
hx, hw = np.polynomial.hermite.hermgauss(40)
factor_spread = sum(w * final_fraction(t_final, beta, eta,
                    tau * np.exp(np.sqrt(2) * spread * x))
                    for x, w in zip(hx, hw)) / np.sqrt(np.pi) / target
assert abs(factor_spread / np.exp(spread**2 / 2) - 1) < 0.02

# Defective subpopulation with the same delay
bad_share, bad_beta, bad_eta = 1e-3, 0.5, 1e3
factor_bad = (1 - bad_share) + bad_share * final_fraction(
    t_final, bad_beta, bad_eta, tau) / target

# Voltage and temperature: lifetime ~ V**(-power) * exp(activation / kT)
power, activation, resistance = 40.0, 0.6, 200.0
leakage = 100.0 * 1e-7                       # A/cm2 times cm2
spot_current = 1e-4                         # A
drop_leak, drop_spot = leakage * resistance, spot_current * resistance
stretch_eta = (1 - drop_leak / voltage)**(-power)
stretch_tau = (1 - drop_spot / voltage)**(-power)
factor_leak = final_fraction(t_final, beta, eta * stretch_eta, tau) / target
factor_spot = final_fraction(t_final, beta, eta, tau * stretch_tau) / target
k_ev = constants.k / constants.e
error_k, use_temperature = 5.0, 358.0
shrink = np.exp(activation / k_ev * (1 / (temperature + error_k) - 1 / temperature))
factor_hot = final_fraction(t_final, beta, eta * shrink, tau * shrink) / target
use_gain = np.exp(activation / k_ev * (1 / use_temperature - 1 / temperature))

# Straight line through the 10 % and 63.2 % points, carried down to the target
t_low, t_high = time_at(0.1), time_at(1 - np.exp(-1))
line_slope = (ordinate(1 - np.exp(-1)) - ordinate(0.1)) / np.log(t_high / t_low)
t_line = t_high * np.exp(ordinate(target) / line_slope)

print(f"oxide {thickness_nm} nm, stress {voltage} V, {temperature:.0f} K")
print(f"nominal field {voltage / thickness_nm * 10:.1f} MV/cm")
print(f"beta {beta}, eta {eta:.0f} s, tau {tau:.0f} s")
print(f"largest |slope-(beta+1)|, 9 cases, t=1e-6 min(eta,tau): {worst_slope_gap:.1e}")
print(f"target failed fraction {target * 1e6:.0f} ppm")
print(f"time to target, first breakdown {t_first:.2f} s")
print(f"time to target, final failure {t_final:.1f} s")
print(f"same from leading law {t_leading:.1f} s")
print(f"time gained by the delay: factor {t_final / t_first:.1f}")
print(f"first-breakdown fraction at that time {first_fraction(t_final, beta, eta):.3e}")
for level in (1e-6, 1e-4, 1e-2, 0.1, 0.5, 1 - np.exp(-1)):
    t = time_at(level)
    print(f"F = {level:.3g}: t = {t:.4g} s, local slope {local_slope(example, t):.3f}")
print(f"line through 10 % and 63.2 %: slope {line_slope:.3f}")
print(f"its time to target {t_line:.1f} s, ratio to true {t_line / t_final:.3f}")
print(f"sampling: {samples} devices, {early.size} failures before {t_cut:.1f} s")
print(f"sampled early slope {sampled_slope:.3f} +- {slope_error:.3f}")
print(f"eta 10000 s, tau 1 s: slope {slope_between:.3f} at 100 s")
print(f"eta 10000 s, tau 1 s: slope {slope_below:.3f} at 0.01 s")
print("Neglected effects: factor on failed fraction at the target time")
print(f"several spots: {factor_several:.4f}; at t = eta: {factor_several_late:.3f}")
print(f"hard share {hard * 100:.0f} %: {factor_hard:.2f}, slope there {slope_hard:.2f}")
print(f"hard share: crossover, formula {t_hard:.1f} s, numerical {t_equal:.1f} s")
print(f"delay of Weibull shape 2, same mean: {factor_shaped:.4f}")
print(f"its early slope {shaped_slope:.3f}")
print(f"log-normal tau, sigma {spread}: {factor_spread:.3f}")
print(f"defects: share {bad_share}, slope {bad_beta}, scale {bad_eta:.0f} s")
print(f"defects: {factor_bad:.3f}")
print(f"voltage power {power:.0f}, series resistance {resistance:.0f} ohm")
print(f"tunnel leakage {leakage * 1e6:.0f} uA, drop {drop_leak * 1e3:.1f} mV: {factor_leak:.3f}")
print(f"spot current {spot_current * 1e6:.0f} uA, drop {drop_spot * 1e3:.0f} mV: {factor_spot:.3f}")
print(f"activation {activation} eV, {error_k:.0f} K too hot: {factor_hot:.2f}")
print(f"use at {use_temperature:.0f} K, same voltage: times longer by {use_gain:.2f}")
print("all tests passed")
```

Output:

```
oxide 1.5 nm, stress 2.1 V, 398 K
nominal field 14.0 MV/cm
beta 1.2, eta 10000 s, tau 5000 s
largest |slope-(beta+1)|, 9 cases, t=1e-6 min(eta,tau): 1.6e-05
target failed fraction 100 ppm
time to target, first breakdown 4.64 s
time to target, final failure 159.6 s
same from leading law 158.7 s
time gained by the delay: factor 34.4
first-breakdown fraction at that time 6.952e-03
F = 1e-06: t = 19.58 s, local slope 2.199
F = 0.0001: t = 159.6 s, local slope 2.187
F = 0.01: t = 1355 s, local slope 2.093
F = 0.1: t = 4352 s, local slope 1.912
F = 0.5: t = 1.25e+04 s, local slope 1.653
F = 0.632: t = 1.566e+04 s, local slope 1.596
line through 10 % and 63.2 %: slope 1.758
its time to target 83.0 s, ratio to true 0.520
sampling: 4000000 devices, 3947 failures before 459.6 s
sampled early slope 2.208 +- 0.035
eta 10000 s, tau 1 s: slope 1.212 at 100 s
eta 10000 s, tau 1 s: slope 2.197 at 0.01 s
Neglected effects: factor on failed fraction at the target time
several spots: 1.0022; at t = eta: 1.091
hard share 1 %: 1.69, slope there 1.78
hard share: crossover, formula 111.1 s, numerical 111.8 s
delay of Weibull shape 2, same mean: 0.0158
its early slope 3.200
log-normal tau, sigma 0.5: 1.128
defects: share 0.001, slope 0.5, scale 1000 s
defects: 1.072
voltage power 40, series resistance 200 ohm
tunnel leakage 10 uA, drop 2.0 mV: 0.955
spot current 100 uA, drop 20 mV: 0.684
activation 0.6 eV, 5 K too hot: 1.61
use at 358 K, same voltage: times longer by 7.06
all tests passed
```
